# The Energy-Gap Law for Multiphonon Decay at Weak Coupling: a numerical check

```python
"""Energy-gap law for multiphonon decay at zero temperature.

Result under test (atomic units):
    W = V^2 sqrt(2 pi/(w E)) exp(-S - gamma E/w),  gamma = ln(E/(S w)) - 1
V: constant electronic coupling, E: zero-phonon gap, w: phonon energy,
S = M w d^2/2: Huang-Rhys factor for modal mass M and displacement d.
For one sharp frequency, W means the weight of the n-phonon line (n = E/w)
spread uniformly over one phonon energy.
The reference weights come from diagonalizing the displaced oscillator;
for a band of frequencies they come from multiphonon convolutions.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.optimize import brentq

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
hbar_ev_s = const.hbar / const.e

# Round model parameters
phonon = 0.15          # eV
mass_u = 12.0          # atomic mass units
displacement = 0.03    # angstrom
coupling = 0.005       # eV
n_main = 8
gap_main = n_main * phonon

mass_au = mass_u * const.atomic_mass / const.m_e
phonon_au = phonon / hartree_ev
shift_au = displacement / bohr_angstrom
S = 0.5 * mass_au * phonon_au * shift_au**2


def displaced_oscillator(shift, size=60):
    """Final-state levels (units of w) and overlaps with the initial ground state."""
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = (ladder + ladder.T) / np.sqrt(2 * mass_au * phonon_au)
    stiffness = mass_au * phonon_au**2
    hamiltonian = (np.diag(phonon_au * (np.arange(size) + 0.5))
                   - stiffness * shift * position
                   + 0.5 * stiffness * shift**2 * np.eye(size))
    levels, vectors = np.linalg.eigh(hamiltonian)
    return levels / phonon_au, vectors[0]**2


def law_rate(gap):
    """Energy-gap law in 1/s."""
    gamma = np.log(gap / (S * phonon)) - 1
    return (coupling**2 / hbar_ev_s * np.sqrt(2 * np.pi / (phonon * gap))
            * np.exp(-S - gamma * gap / phonon))


levels, weights = displaced_oscillator(shift_au)
line_rate = 2 * np.pi * coupling**2 * weights / (phonon * hbar_ev_s)

# Displacement leaves the low levels, including the zero-point energy, unchanged
assert np.allclose(levels[:20], np.arange(20) + 0.5, atol=1e-9)

# Generating function: spectral sum against the closed form
for phase in (0.4, 1.7, 3.0, 5.1):
    spectral = np.sum(weights * np.exp(-1j * phase * (levels - levels[0])))
    assert abs(spectral - np.exp(S * (np.exp(-1j * phase) - 1))) < 1e-9

# Line weight from the real-time period and from the contour through the saddle
theta = 2 * np.pi * np.arange(400) / 400
real_time = np.mean(np.exp(1j * n_main * theta
                           + S * (np.exp(-1j * theta) - 1))).real
shifted = (np.exp(-S) * (S / n_main)**n_main
           * np.mean(np.exp(n_main * np.exp(-1j * theta)
                            + 1j * n_main * theta)).real)
assert abs(real_time / weights[n_main] - 1) < 1e-4  # cancellation in double precision
assert abs(shifted / weights[n_main] - 1) < 1e-5

# Two equal-frequency modes with unequal displacements: only the total S matters
first = displaced_oscillator(0.6 * shift_au)[1]
second = displaced_oscillator(0.8 * shift_au)[1]
two_modes = np.convolve(first, second)
assert np.allclose(two_modes[:11], weights[:11], rtol=1e-5, atol=0)

# Law against diagonalization, including its leading relative error 1/(12 n)
for n in range(4, 13):
    excess = law_rate(n * phonon) / line_rate[n] - 1
    assert abs(excess - 1 / (12 * n)) < 0.005 / n**2

# Local slope and curvature of ln W from neighbouring lines
log_rate = np.log(line_rate[:14])
slope_lines = (log_rate[n_main + 1] - log_rate[n_main - 1]) / (2 * phonon)
slope_law = -np.log(gap_main / (S * phonon)) / phonon - 1 / (2 * gap_main)
gamma_main = np.log(gap_main / (S * phonon)) - 1
slope_gamma = -gamma_main / phonon
assert abs(slope_lines / slope_law - 1) < 0.003
assert abs(slope_lines / slope_gamma - 1) > 0.2
curve_lines = (log_rate[n_main + 1] - 2 * log_rate[n_main]
               + log_rate[n_main - 1]) / phonon**2
curve_law = -1 / (gap_main * phonon) + 1 / (2 * gap_main**2)
assert abs(curve_lines / curve_law - 1) < 0.02

# A pure exponential tangent to the law overestimates a distant rate
gap_far = 12 * phonon
tangent_far = law_rate(gap_main) * np.exp(slope_law * (gap_far - gap_main))
assert tangent_far > 1.5 * line_rate[12]

# Uniform frequency band with the same total S and the same mean frequency
half_width = 0.06
step = 0.001
low_index = round((phonon - half_width) / step)
high_index = round((phonon + half_width) / step)
one_phonon = np.ones(high_index - low_index + 1)
one_phonon[[0, -1]] = 0.5
one_phonon /= one_phonon.sum()
nodes, node_weights = np.polynomial.legendre.leggauss(40)
frequencies = phonon + half_width * nodes


def band_rate_convolution(gap):
    """Sum over phonon numbers of repeated energy convolutions, in 1/s."""
    target = round(gap / step)
    distribution = np.array([1.0])
    density = 0.0
    for count in range(1, 41):
        distribution = np.convolve(distribution, one_phonon)
        offset = target - count * low_index
        if 0 <= offset < len(distribution):
            density += (np.exp(-S) * S**count / factorial(count)
                        * distribution[offset] / step)
    return 2 * np.pi * coupling**2 * density / hbar_ev_s


def band_moment(power, s):
    return S * 0.5 * np.sum(node_weights * frequencies**power
                            * np.exp(frequencies * s))


def band_rate_saddle(gap):
    """Saddle-point rate in 1/s and saddle position in 1/eV."""
    s = brentq(lambda x: band_moment(1, x) - gap, 0.1, 80.0)
    exponent = -S - gap * s + band_moment(0, s)
    rate = (coupling**2 / hbar_ev_s
            * np.sqrt(2 * np.pi / band_moment(2, s)) * np.exp(exponent))
    return rate, s


band_results = []
# The smaller gap keeps a visible ripple from recurrences of the generating function
for gap, tolerance in ((gap_main, 0.15), (2 * gap_main, 0.03)):
    direct = band_rate_convolution(gap)
    saddle, s_band = band_rate_saddle(gap)
    assert abs(saddle / direct - 1) < tolerance
    assert direct > law_rate(gap)
    band_results.append((gap, direct, saddle, s_band, direct / law_rate(gap)))

gap_wide = 2 * gap_main
band_slope = np.log(band_rate_convolution(gap_wide + phonon)
                    / band_rate_convolution(gap_wide - phonon)) / (2 * phonon)
assert abs(band_slope / (-band_results[1][3]) - 1) < 0.03

print(f"phonon energy                         {phonon:.3f} eV")
print(f"modal mass                            {mass_u:.1f} atomic mass units")
print(f"displacement                          {displacement:.3f} angstrom")
print(f"electronic coupling                   {coupling:.4f} eV")
print(f"main gap                              {gap_main:.3f} eV")
print(f"phonons in main gap                   {n_main:d} (no unit)")
print(f"Huang-Rhys factor S                   {S:.4f} (no unit)")
print(f"relaxation energy S*w                 {S * phonon:.5f} eV")
print(f"factor exp(-S)                        {np.exp(-S):.4f} (no unit)")
print(f"saddle position s, main gap           {(gamma_main + 1) / phonon:.3f} 1/eV")
print(f"gamma, main gap                       {gamma_main:.4f} (no unit)")
print(f"line weight, diagonalization          {weights[n_main]:.4e} (no unit)")
print(f"line weight, shifted contour          {shifted:.4e} (no unit)")
print("gap (eV), gamma, rate from lines (1/s), rate from law (1/s), excess (%)")
for n in (4, 6, 8, 10, 12):
    gap = n * phonon
    gamma = np.log(gap / (S * phonon)) - 1
    excess = 100 * (law_rate(gap) / line_rate[n] - 1)
    print(f"  {gap:.2f}  {gamma:.4f}  {line_rate[n]:.4e}  "
          f"{law_rate(gap):.4e}  {excess:.2f}")
print(f"slope of ln W from lines, main gap    {slope_lines:.3f} 1/eV")
print(f"slope of ln W from law, main gap      {slope_law:.3f} 1/eV")
print(f"wrong slope -gamma/w, main gap        {slope_gamma:.3f} 1/eV")
print(f"curvature of ln W from lines          {curve_lines:.3f} 1/eV^2")
print(f"curvature of ln W from law            {curve_law:.3f} 1/eV^2")
print(f"far gap for tangent test              {gap_far:.3f} eV")
print(f"tangent exponential at far gap        {tangent_far:.4e} 1/s")
print(f"tangent over line rate at far gap     {tangent_far / line_rate[12]:.3f} (no unit)")
print(f"band lower edge                       {phonon - half_width:.3f} eV")
print(f"band upper edge                       {phonon + half_width:.3f} eV")
for gap, direct, saddle, s_band, ratio in band_results:
    print(f"band, gap                             {gap:.3f} eV")
    print(f"  rate from convolution               {direct:.4e} 1/s")
    print(f"  rate from saddle                    {saddle:.4e} 1/s")
    print(f"  saddle relative error               {100 * (saddle / direct - 1):.2f} %")
    print(f"  saddle position s                   {s_band:.3f} 1/eV")
    print(f"  convolution over one-frequency law  {ratio:.3f} (no unit)")
print(f"band slope of ln W at larger gap      {band_slope:.3f} 1/eV")
print("every check passed")
```

Printed output:

```
phonon energy                         0.150 eV
modal mass                            12.0 atomic mass units
displacement                          0.030 angstrom
electronic coupling                   0.0050 eV
main gap                              1.200 eV
phonons in main gap                   8 (no unit)
Huang-Rhys factor S                   0.1938 (no unit)
relaxation energy S*w                 0.02907 eV
factor exp(-S)                        0.8238 (no unit)
saddle position s, main gap           24.803 1/eV
gamma, main gap                       2.7205 (no unit)
line weight, diagonalization          4.0613e-11 (no unit)
line weight, shifted contour          4.0613e-11 (no unit)
gap (eV), gamma, rate from lines (1/s), rate from law (1/s), excess (%)
  0.60  2.0274  7.6996e+07  7.8613e+07  2.10
  0.90  2.4328  9.6367e+04  9.7714e+04  1.40
  1.20  2.7205  6.4614e+01  6.5290e+01  1.05
  1.50  2.9437  2.6957e-02  2.7182e-02  0.84
  1.80  3.1260  7.6679e-06  7.7213e-06  0.70
slope of ln W from lines, main gap    -25.196 1/eV
slope of ln W from law, main gap      -25.220 1/eV
wrong slope -gamma/w, main gap        -18.137 1/eV
curvature of ln W from lines          -5.235 1/eV^2
curvature of ln W from law            -5.208 1/eV^2
far gap for tangent test              1.800 eV
tangent exponential at far gap        1.7502e-05 1/s
tangent over line rate at far gap     2.282 (no unit)
band lower edge                       0.090 eV
band upper edge                       0.210 eV
band, gap                             1.200 eV
  rate from convolution               5.4776e+02 1/s
  rate from saddle                    5.8584e+02 1/s
  saddle relative error               6.95 %
  saddle position s                   21.990 1/eV
  convolution over one-frequency law  8.390 (no unit)
band, gap                             2.400 eV
  rate from convolution               1.0819e-10 1/s
  rate from saddle                    1.0809e-10 1/s
  saddle relative error               -0.09 %
  saddle position s                   25.838 1/eV
  convolution over one-frequency law  434.856 (no unit)
band slope of ln W at larger gap      -26.011 1/eV
every check passed
```
